Resonance self-broadening of a J=0 to J=1 line from dipole exchange

A.1 The numbers to be explained

A gas of 10²² atoms per m³ is heated from 500 K to 1000 K at fixed density. The mean relative speed of two atoms rises from 727.5 to 1028.9 m/s, and the Doppler width of a 500 nm line rises from 1.518 to 2.147 GHz. The collisional width of the same line, when it is a resonance line broadened by atoms of the same kind, is 0.809 GHz at both temperatures in the binary, straight-path model with isotropic collision directions derived below. A.9 discusses the neglected effects. Those at short range alone can be of the order of a per cent and weakly dependent on temperature, so the last digit belongs to the model only. More frequent collisions do not broaden it further. The reason lies in the R⁻³ law of the exchange interaction.

The atom is a model with round parameters: wavelength λ = 500 nm, absorption oscillator strength f = 1 and mass 40 u. Its ground level g has J=0 and its excited level has J=1. In the binary impact regime the full width at half maximum, in angular frequency, is

Γ = (I/2) N r_e c f λ,  I = 2.4061. (1)

Here N is the number density, r_e the classical electron radius, c the speed of light, and I a pure number defined in A.6. Temperature does not appear at fixed N.

A.2 The exchange interaction

Place atom 1 at the origin and atom 2 at R = Rn, with n a unit vector. A charge displaced by r in atom 1 and one displaced by s in atom 2 are separated by R + s − r. In the Taylor expansion of the Coulomb energy, terms containing only r or only s cancel when summed over the charges of a neutral atom. The lowest surviving term contains one component of each:

−r_i s_j ∂_i∂_j(1/R) = r_i s_j (δ_ij − 3n_i n_j)/R³.

Repeated indices are summed. Multiplying by the charges and summing gives, with dipole operators D,

W = D1_i D2_j (δ_ij − 3n_i n_j)/(4πε0R³).

Use Cartesian excited states e_1, e_2, e_3, with phases chosen so that ⟨e_i|D_j|g⟩ = d δ_ij and d is real. Then

⟨e_i g|W|g e_j⟩ = V_ij = C3 M_ij/R³,
M_ij = δ_ij − 3n_i n_j,  C3 = d²/(4πε0). (2)

The states |e_i g⟩ and |g e_j⟩ have the same energy when the atoms are identical, so W acts in first order. It moves the excitation from one atom to the other. W has no elements between |e_i g⟩ and |e_j g⟩, because a ground atom has no mean dipole. The pair |gg⟩ likewise has no first-order shift. Second-order shifts vary as R⁻⁶ and are neglected.

To express C3 through f, use the definition

f = [2mω0/(3ħe²)] Σ_i |⟨e_i|D|g⟩|²,

where m is the electron mass and ω0 = 2πc/λ. Each of the three states contributes d², which cancels the 3 in the denominator:

f = 2mω0d²/(ħe²),  d² = ħe²f/(2mω0).

Since r_e = e²/(4πε0mc²),

C3/ħ = r_e c² f/(2ω0) = r_e c f λ/(4π). (3)

A classical calculation checks this factor. Two oscillating electrons with f = 1, coupled by the same dipole energy, obey ω² = ω0² ± τ r_e c²/R³, where τ is an eigenvalue of M. These eigenvalues are 1, 1 and −2. For a small shift, ω − ω0 = ±τ r_e c²/(2ω0R³), which is ±τC3/(ħR³). Diagonalization at R = 15 nm gives shifts of −2, −1, −1, 1, 1 and 2 in units of C3/(ħR³), as required.

A.3 What one collision does to the optical coherence

Weak light puts an atom into a superposition of g with a small amount of e_i. Few atoms are excited, so its collision partner is in g. The pair states

|i,±⟩ = (|e_i g⟩ ± |g e_i⟩)/√2

have interaction matrices +V and −V. Let S be the 3×3 evolution matrix over a whole collision for the plus states, with the common phase exp(−iω0t) removed. It follows from

iħ dU/dt = V U.

V is real, so complex conjugation gives iħ dU*/dt = −V U*. The minus states therefore evolve with S*. Returning to the atom-labelled states, the amplitude matrices are

excitation stays: (S + S*)/2 = Re S,
excitation is transferred: (S − S*)/2 = i Im S.

The pair |gg⟩ acquires no phase at this order. Re S is thus the factor by which the collision multiplies the coherence that stays on the atom.

Collision planes are taken to be isotropically oriented for every atom. This is exact for the gas as a whole but an approximation for a single moving atom, as A.9 explains. The average of QSQᵀ over all rotations Q commutes with every rotation. Half turns about the axes then force its off-diagonal elements to vanish, and quarter turns make its diagonal elements equal. The trace is unchanged by rotation, so the average is (Tr S/3) times the unit matrix. The mean fractional loss is

P = 1 − Re Tr S/3. (4)

P can exceed 1, because a collision can reverse the sign of the coherence.

Transferred coherence needs separate attention. In a uniformly excited gas without Doppler dephasing, each atom also receives coherence from its partners, with averaged factor i Im Tr S/3. This is imaginary, so it can alter the oscillation frequency but not the decay rate. The line shift, which also involves the local field of the medium, is not derived here.

A.4 From collisions to a Lorentzian

Take first a single relative speed v and partners passing within a large distance B. The mean number of collisions in time t is μ = NvπB²t, and the mean loss per collision is

p = (1/πB²) ∫₀^B 2πb P db,

where b is the impact parameter. For independent collisions with Poisson statistics the remaining coherence is

C(t) = Σ_k e^{−μ}(μ^k/k!)(1 − p)^k = e^{−μp} = e^{−γt},

γ = Nv ∫₀^∞ 2πb P db. (5)

The disc area has cancelled, and B may go to infinity because the integral converges, as A.5 shows. The normalized line profile at detuning δ from the line centre is

L(δ) = (1/π) Re ∫₀^∞ e^{iδt − γt} dt = (1/π) γ/(γ² + δ²).

It falls to half its peak at δ = ±γ, so Γ = 2γ.

In a simulation with a mean of three collisions, random in impact parameter and orientation, the remaining coherence was 0.516. The exponential law gives 0.517, a difference of 0.0009 before rounding. Each of the 40000 histories gives a value between −1 and 1, so the standard error of the mean is at most 1/√40000 = 0.005. This tests the orientation average and the exponential decay together.

A.5 One parameter describes the collision

Let the relative path be straight, R = (b, 0, vt), and set vt = b tan θ. Then R = b/cos θ and dt = b dθ/(v cos²θ). The evolution equation becomes

i dU/dθ = (C3/ħ)(cos³θ/b³)[b/(v cos²θ)] M U
 = z cos θ M U, (6)

z = C3/(ħvb²),  n = (cos θ, 0, sin θ),

with θ running from −π/2 to π/2. Speed and impact parameter enter only through z.

Direction 2, normal to the collision plane, decouples. There M = 1 and ∫cos θ dθ = 2, so its factor is exp(−2iz). Within the plane, in the basis (1, 3) and with Pauli matrices σ1 and σ3,

nnᵀ = ½(1 + cos 2θ σ3 + sin 2θ σ1),
M = −½ − (3/2)(cos 2θ σ3 + sin 2θ σ1).

The constant −½ integrates to −z and gives a factor e^{iz}. What remains is generated by a traceless Hermitian matrix, so it is unitary with determinant 1. Its eigenvalues are e^{iα} and e^{−iα}, and its trace is a real number 2a. Therefore

Tr S = e^{−2iz} + 2a e^{iz},
P = 1 − (cos 2z + 2a cos z)/3. (7)

To compute a, let (p, q) be the first column of this unimodular matrix:

dp/dθ = (3i/2) z cos θ (cos 2θ p + sin 2θ q),
dq/dθ = (3i/2) z cos θ (sin 2θ p − cos 2θ q).

Start with p = 1, q = 0; at the end a = Re p. Over a short step from θ1 to θ2 with midpoint θm, define φ = (3/2)z(sin θ2 − sin θ1). Since the square of cos 2θ σ3 + sin 2θ σ1 is 1, the step is

p → cos φ p + i sin φ (cos 2θm p + sin 2θm q),
q → cos φ q + i sin φ (sin 2θm p − cos 2θm q).

The right-hand sides use the old p and q. The step preserves |p|² + |q|².

Distant passages have small z. Write S = 1 − izA − z²B2 to second order, with A = ∫cos θ M dθ. Unitarity at order z² requires B2 + B2† = A². The term −iz Tr A is imaginary, so

Re Tr S = 3 − (z²/2) Tr A².

The integrals of cos³θ and cos θ sin²θ are 4/3 and 2/3, and that of cos²θ sin θ is zero. Hence A is diagonal with elements 2 − 4 = −2, 2, and 2 − 2 = 0. Thus Tr A² = 8 and

P ≈ 4z²/3 for z ≪ 1. (8)

The computed P/z² at z = 0.001 is 1.33333. At z = 0.7 the limit gives 0.65, while the computed loss is 1 − 0.3865 = 0.61. Since P falls as b⁻⁴, the integral in (5) converges at large b.

Close passages have large z. The in-plane eigenvalues of z cos θ M differ by 3z cos θ, while n turns at unit rate in θ. Over most of the path the states follow n. Following fails within an angle ε of each end, where the remaining phase, of order zε², is no longer large. This gives ε of order z^(−1/2), so the turn left over vanishes as z grows.

The state along n has M = −2 and acquires e^{4iz}. Since n turns from −3 to +3, the final vector also has the opposite sign. The perpendicular in-plane vector turns from +1 to −1 and contributes −e^{−2iz}. These real vectors add no further phase. The latter term cancels the normal component:

Tr S ≈ −e^{4iz} − e^{−2iz} + e^{−2iz} = −e^{4iz},
P ≈ 1 + cos(4z)/3 for z ≫ 1. (9)

For z between 50 and 62.8 the largest deviation of the computed P from (9) is 0.037. At z = 3 the limit gives 1.28 and the computation 1.25. Close collisions thus destroy the coherence on average, with an oscillation of one third about complete loss.

A.6 Why the speed cancels

From b² = C3/(ħvz),

2πb db = π d(b²) = −π(C3/ħv) dz/z².

Small b corresponds to large z, so reversing the limits removes the minus sign. Equation (5) becomes

γ = Nv · π(C3/ħv) ∫₀^∞ P/z² dz = πN(C3/ħ)I,

I = ∫₀^∞ P/z² dz. (10)

With (3) and Γ = 2γ,

Γ = 2πI N C3/ħ = (I/2) N r_e c f λ,

which is (1). The effective cross-section is πI C3/(ħv). Faster atoms meet more often, but each collision acts for a shorter time and the cross-section shrinks as 1/v. At the two mean speeds in the example it is 3.49×10⁻¹⁶ and 2.47×10⁻¹⁶ m². Multiplication by speed gives the same rate. Since this holds for each relative speed separately, averaging over the relative speeds leaves γ unchanged as long as the collision directions are isotropic.

For numerical work, (8) supplies the piece of I below a small z_min as 4z_min/3. Beyond a large cutoff Z, (9) supplies 1/Z plus an oscillating term whose leading part is −sin(4Z)/(12Z²). That part vanishes at Z = 20π. Halving the range leaves I = 2.4061 unchanged to the digits shown.

Simpler models show that the value of I, unlike the scaling, needs the full matrix M with its unequal eigenvalues and its turning axis. If all three components had the phase 2z of the normal component, P would be 1 − cos 2z. Integration by parts gives

∫₀^∞ (1 − cos 2z)/z² dz = 2∫₀^∞ sin(2z)/z dz = π.

This scalar model has the correct scaling but overestimates the width by 31 per cent relative to (1). The size and sign of the error depend on the simplification chosen, since a phase cz gives π|c|/2. Taking S = exp(−izA), with phases −2z, 2z and 0, gives 2π/3, which is 13 per cent too small. Keeping the eigenvalues 1, 1 and −2 on an axis that does not turn gives 4π/3, which is 74 per cent too large.

Equation (10) was also tested by stepping the collision in real time, without the variables θ and z. At 300, 600 and 1200 m/s, γ/N is 2.5406, 2.5404 and 2.5408 in units of 10⁻¹³ m³/s, against 2.5409 from the formula.

A.7 The contrasting case of another power law

Suppose an interaction C/Rⁿ merely shifts the phase. On a straight path the phase is η = KC/(ħvb^(n−1)), where K = ∫(1 + s²)^(−n/2) ds over all s. At fixed η, b² is proportional to v^(−2/(n−1)). The rate v∫2πb(1 − cos η)db therefore varies as

v · v^(−2/(n−1)) = v^((n−3)/(n−1)), n > 2.

The condition n > 2 ensures convergence at large b. Within this family the speed drops out for n = 3 alone. For n = 6 the exponent is 3/5, and direct integration gives 0.5998. Doubling the temperature would then raise the rate by a factor 2^0.3, or 23 per cent.

A.8 Evaluating the example

Equation (3) gives

C3/ħ = (2.818×10⁻¹⁵ m)(2.998×10⁸ m/s)(1)(5×10⁻⁷ m)/(4π)
 = 3.361×10⁻¹⁴ m³/s.

Then γ/N = π × 2.4061 × 3.361×10⁻¹⁴ = 2.541×10⁻¹³ m³/s, and

Γ = 2 × 10²² × 2.541×10⁻¹³ = 5.08×10⁹ rad/s.

Division by 2π gives 0.809 GHz. In wavelength the width is λ²Δν/c = 0.674 pm, where Δν is the width in frequency. When a formula calls for the half width, γ must be used instead of Γ.

Fixed density and fixed pressure must be distinguished. At 10²² m⁻³ the pressure is 69.0 Pa at 500 K and 138.1 Pa at 1000 K. If the gas is heated at a constant 69.0 Pa instead, N falls by half and the width falls to 0.404 GHz. The 1/T dependence then comes from the density.

The natural width is 0.01415 GHz, about 57 times smaller than the collisional width. The ratio follows from the spontaneous emission rate A_n = 4ω0³C3/(3ħc³):

Γ/A_n = (3πI/2) N (λ/2π)³.

Both widths are proportional to C3, so f cancels. Here λ/2π = 79.58 nm and N(λ/2π)³ is about 5. The gas is therefore optically dense enough that the propagation of light and the local field matter when a measured spectrum is interpreted. Doppler motion, with a width larger than Γ, must also be included.

A.9 Where the result holds

The length that governs the collisions is b_W = √(C3/ħv), at which z = 1. It is 6.80 nm at 500 K and 5.72 nm at 1000 K, evaluated at the mean speed.

Collisions must be binary and brief. These are one condition up to a number, since Γ = 2πI N v b_W² implies

Γb_W/v = 2πI N b_W³.

At 500 K, Nb_W³ is 0.0031 and Γb_W/v is 0.047; at 1000 K they are 0.0019 and 0.028. Both grow with density and, at fixed density, as T^(−3/4) on cooling. The derivation therefore does not cover arbitrarily cold gas. Nor does it justify the Lorentzian at detunings comparable with v/b_W, about 1.1×10¹¹ rad/s at 500 K, because the light then resolves the course of a single collision.

The classical path requires ħ/(μv) ≪ b_W, where μ is the reduced mass. At 500 K the left side is 0.0044 nm. The same ratio controls deflection: at b_W the interaction energy C3/b_W³ = ħv/b_W, divided by the kinetic energy μv²/2, is 2ħ/(μvb_W) = 0.0013.

At short range, overlap forces and deflection change the collision. If they matter inside a radius b0, they alter P there from an average near 1 to some value between 0 and 2. The relative change of the width is then at most about b0²/(I b_W²). The radius b0 is not derived here and itself depends on the speed, because slower atoms are deflected at larger distances. For an illustrative b0 of 1 nm the estimate is 0.9 per cent at 500 K and 1.3 per cent at 1000 K; it grows as b0². The rise with temperature comes from holding b0 fixed. If b0 is instead the capture radius on the attractive branch −2C3/R³, b0² = 3(2C3/μv²)^(2/3), it is 1.28 nm at 500 K and 1.02 nm at 1000 K at the mean speeds, and the estimate falls from 1.5 to 1.3 per cent. A weak temperature dependence can enter in this way.

The isotropy assumed in A.3 is also approximate. An atom keeps its own velocity between collisions, so the relative velocities it meets lie preferentially along its own direction of motion. The loss depends on direction: by A.5, a distant passage damps the two dipole components perpendicular to the relative velocity by 2z² each, and the component along it not at all to this order. Integrated over all impact parameters, the components 1, 2 and 3 give 2.30, π and 1.78, whose mean is I, so the component along the relative velocity is damped less but is still damped. The decay rate therefore varies with the speed of the atom and the direction of its dipole, and the averaged line is not exactly Lorentzian. Counting only the coherence that stays on the atom, the averaged width is about one per cent below (1). This correction to the width is not included in (1). It depends on the atom's speed only in relation to the thermal speed, so without Doppler motion it does not introduce a temperature dependence at fixed density.

At long range, (2) omits retardation, which requires b_W ≪ λ/2π. In the unretarded model, by (8), passages beyond λ/2π contribute about (4/3)(b_W 2π/λ)²/I of the width, or 0.4 per cent at 500 K. This shows that the model draws little from that region; it is not a bound on the retardation correction, which is not computed here.

For other values of J, the interaction is still C3/R³ times a dimensionless matrix that depends on the direction n. The collision again depends on z alone, so the proportionality to N f λ survives with a different number in place of I/2. This requires the other levels to be far away. If a neighbouring level at angular-frequency separation Δ takes part, the collision also depends on Δb/v, and the cancellation of the speed is no longer assured.

The values used here are collected in the numerical output below.

Calculated quantities

```
wavelength = 500 nm, f = 1.0
mass = 40 u, density N = 1.0e+22 m^-3
classical electron radius = 2.81794e-15 m
angular frequency omega0 = 3.7673e+15 rad/s
C3/hbar = 3.3613e-14 m^3/s
classical mode shifts at R = 15 nm, in units of C3/(hbar R^3):
  -2.0000, -1.0000, -1.0000, 1.0000, 1.0000, 2.0000
universal number I = 2.4061
I with half the z range = 2.4061
width coefficient I/2 = 1.2031
P/z^2 at z = 0.001: 1.33333
largest |P - 1 - cos(4z)/3| for 50 < z < 62.8: 0.0371
z = 0.7: trace/3 stay = 0.3865, transfer = -0.0507 i
z = 3.0: trace/3 stay = -0.2465, transfer = 0.1739 i
gamma/N from formula = 2.5409e-13 m^3/s
gamma/N from real-time collisions, v = 300 m/s: 2.5406e-13 m^3/s
gamma/N from real-time collisions, v = 600 m/s: 2.5404e-13 m^3/s
gamma/N from real-time collisions, v = 1200 m/s: 2.5408e-13 m^3/s
random sequences, mean collision number = 3.0
  simulated coherence = 0.5157, exponential law = 0.5166
speed exponent of the rate for R^-3: 0.0000
speed exponent of the rate for R^-6: 0.5998
self-broadened FWHM Gamma = 5.0817e+09 rad/s
self-broadened FWHM = 0.8088 GHz
self-broadened FWHM in wavelength = 0.6745 pm
natural FWHM = 0.01415 GHz
lambda/(2 pi) = 79.58 nm
T = 500 K: mean relative speed = 727.5 m/s, b_W = 6.797 nm
  N b_W^3 = 3.14e-03, Gamma b_W/v = 0.047
  hbar/(mu v) = 0.00436 nm, Doppler FWHM = 1.518 GHz
  pressure N k T = 69.0 Pa
T = 1000 K: mean relative speed = 1028.9 m/s, b_W = 5.716 nm
  N b_W^3 = 1.87e-03, Gamma b_W/v = 0.028
  hbar/(mu v) = 0.00309 nm, Doppler FWHM = 2.147 GHz
  pressure N k T = 138.1 Pa
```
